# Why boundary-limited heat conduction in silicon depends on the rod axis

Cut two long round rods from one silicon crystal, one along [100] and one along [111], with equal diameters and equally rough sides. Cool both until phonons cross the rod without scattering inside it. Bulk conductivity of a cubic crystal is the same in all directions, and the heat capacity cannot depend on how the crystal was cut. Yet elastic theory gives the [100] rod a markedly higher conductivity, the McCurdy–Maris–Elbaum result. The question is how the axis enters.

The short answer is that bulk isotropy rests on a conductivity tensor, and a cubic crystal permits only an isotropic second-rank tensor. A rod limited by its walls has no such local tensor. A phonon's free path ends at the wall, so it depends on the angle between its energy flow and the rod, and elastic anisotropy concentrates energy flow in certain crystal directions.

## The rod as a solvable model

Let the rod have radius $R$, diameter $D=2R$ and axis $\mathbf n$, taken as $z$. Three assumptions define the model: phonons scatter at the walls only; the walls are perfectly diffuse, so the occupation they emit depends on energy alone; and frequencies are proportional to wave number, $\omega=v(\hat{\mathbf k})k$. The phase speed $v$ depends on wave direction $\hat{\mathbf k}$ and branch $s$. Energy travels with the group velocity $\mathbf V=\partial\omega/\partial\mathbf k$, whose components along and across the rod are $V_z$ and $V_\perp\ge0$.

The heat capacity per volume of one branch is

$$\int\frac{d^3k}{(2\pi)^3}\,\hbar\omega\frac{\partial n}{\partial T},\qquad n=\frac1{e^x-1},\quad x=\frac{\hbar vk}{k_BT}.$$

Since $\hbar\omega\,\partial n/\partial T=k_Bx^2e^x/(e^x-1)^2$ and $k^2dk=(k_BT/\hbar v)^3x^2dx$, each wave direction contributes

$$C_s(\hat{\mathbf k})=\frac{k_B}{2\pi^2}\left(\frac{k_BT}{\hbar v}\right)^3\int_0^\infty\frac{x^4e^x\,dx}{(e^x-1)^2}
=\frac{2\pi^2}{15}k_B\left(\frac{k_BT}{\hbar}\right)^3\frac1{v^3},$$

to be averaged over directions. The integral is $4\pi^4/15$: integrate by parts and use $\int_0^\infty x^3dx/(e^x-1)=\pi^4/15$.

Now let the wall temperature fall linearly, $T=T_0-Gz$. A phonon inside the rod still carries the occupation it had on leaving the wall. If its transverse distance back to the wall is $d$, it left a time $d/V_\perp$ ago, at height $z-V_zd/V_\perp$, where the wall was hotter by $GV_zd/V_\perp$. Its contribution to the heat flux is $C_sV_z$ times this excess.

The distance $d$ must be averaged over the disc. For a fixed transverse direction, divide the disc into chords at offset $p$ from the centre, of length $L=2\sqrt{R^2-p^2}$. Integrating $d$ along a chord gives $L^2/2$, so

$$\langle d\rangle=\frac1{\pi R^2}\int_{-R}^{R}2(R^2-p^2)\,dp=\frac{8R}{3\pi}.$$

This is the same for every transverse direction. Dividing the flux by $G$,

$$\kappa_0(\mathbf n)=\frac{2\pi^2}{15}k_B\left(\frac{k_BT}{\hbar}\right)^3\frac{8R}{3\pi}\sum_s\left\langle\frac{V_z^2}{V_\perp v^3}\right\rangle_{\hat{\mathbf k}}.$$

In an isotropic medium $\mathbf V=v\hat{\mathbf k}$, and $\langle\cos^2\theta/\sin\theta\rangle=\tfrac12\int_0^\pi\cos^2\theta\,d\theta=\pi/4$. A branch of heat capacity $C$ then gives $\kappa=Cv(\pi/4)(8R/3\pi)=CvD/3$, Casimir's result.

The factor $V_z^2/V_\perp$ makes the rod sensitive to its axis. In the isotropic case, phonons travelling within $20^\circ$ of the axis, in either sense, are a fraction $1-\cos20^\circ=0.06$ of the total. Their share of the heat is $(\theta/2+\tfrac14\sin2\theta)/(\pi/4)=0.43$ at $\theta=20^\circ$. Turning a few more group velocities towards the axis therefore has a large effect.

## Is the wall temperature really linear?

Diffuse walls must also emit as much energy as they absorb. In [100] and [110] rods a crystal mirror plane lies across the axis. It pairs each phonon arriving from a hotter part of the wall with one arriving equally from a colder part, so the linear profile balances and $\kappa_0$ is the model's exact answer.

A [111] rod has no such mirror plane. Its wall temperature becomes $T_0-Gz+\delta(\varphi)$, where $\varphi$ runs around the rim. For a chord leaving the wall at point 1 and ending at point 2, the temperature difference is

$$\Delta=\frac{GLV_z}{V_\perp}+\delta_1-\delta_2.$$

Let $\lambda$ label branch and direction, with $C_\lambda$ the corresponding share of heat capacity. Consider

$$F[\delta]=\frac12\sum_\lambda C_\lambda V_\perp\int dp\,\Delta^2 .$$

Each phonon has a partner with reversed $\mathbf k$, the same $C_\lambda$ and opposite $\mathbf V$. It runs along the chord backwards with $\Delta$ reversed. Varying $\delta$ at one rim point gives the sum of $C_\lambda V_\perp\Delta$ over chords starting there, minus that over chords ending there. By the pairing this is twice the net energy emitted. Energy balance is thus the condition that $F$ be stationary, and since $F$ is a sum of squares the stationary value is a minimum.

That minimum also gives the conductivity. Integrating the departure temperature along chords, the total heat current is

$$I=\sum_\lambda C_\lambda V_z\int dp\left[\frac{GL^2V_z}{2V_\perp}+L\delta_1\right]
=\frac12\sum_\lambda C_\lambda V_z\int dp\,L\Delta ,$$

where reversal was used to replace $L\delta_1$ by $L(\delta_1-\delta_2)/2$. In $F$, write one factor $\Delta$ as its two parts. The part $\delta_1-\delta_2$ sums to zero by stationarity, leaving $F_{\min}=GI=\pi R^2\kappa G^2$. The choice $\delta=0$ gives $\kappa_0$, so $\kappa\le\kappa_0$: the correction can only lower the [111] rod. For silicon it lowers it by 0.15%, which is negligible here. After the correction, the remaining wall imbalance was 0.01% of its original root-mean-square value.

## Where the energy goes

For a cubic crystal the polarization $\mathbf e$ and phase speed obey $\Gamma\mathbf e=\rho v^2\mathbf e$, with density $\rho$ and

$$\Gamma=C_{44}I+(C_{12}+C_{44})\hat{\mathbf k}\hat{\mathbf k}+c\,\mathrm{diag}(\hat k_i^2),\qquad c=C_{11}-C_{12}-2C_{44}.$$

The last term is the departure from isotropy. For a general wave vector, $\rho\omega^2=C_{44}k^2+(C_{12}+C_{44})(\mathbf e\cdot\mathbf k)^2+c\sum_ie_i^2k_i^2$. Differentiate with $\mathbf e$ held fixed, which is allowed because a normalized eigenvector makes this expression stationary:

$$V_i=\frac{C_{44}\hat k_i+(C_{12}+C_{44})e_i(\mathbf e\cdot\hat{\mathbf k})+c\,e_i^2\hat k_i}{\rho v}.$$

Equivalently, $\omega=kv(\hat{\mathbf k})$ gives $\mathbf V=v\hat{\mathbf k}+\nabla v$, where $\nabla$ is the gradient on the unit sphere. Energy flow is turned from the wave direction towards directions in which the wave is faster.

I use rough, rounded constants for silicon: $C_{11},C_{12},C_{44}=166,64,80$ GPa and $\rho=2330$ kg/m³. Then $c=-58$ GPa, and the anisotropy ratio $A=2C_{44}/(C_{11}-C_{12})$ is 1.57.

Near [100] the turning can be found by hand. Take $\mathbf k\propto(1,\epsilon,0)$ and $B=C_{12}+C_{44}=144$ GPa. The $xy$ block of $\rho\omega^2$ is

$$\begin{pmatrix}C_{11}+C_{44}\epsilon^2&B\epsilon\\B\epsilon&C_{44}+C_{11}\epsilon^2\end{pmatrix}.$$

Second-order perturbation theory shifts its eigenvalues apart by $\pm B^2\epsilon^2/(C_{11}-C_{44})$. Each has the form $M(1+a\epsilon^2)$. Thus $\omega\propto k_x[1+\tfrac a2(k_y/k_x)^2]$, and to first order $V_y/V_x=a\epsilon$. With $B^2/(C_{11}-C_{44})=241$ GPa,

$$a_{\rm slow}=\frac{166-241}{80}=-0.94,\qquad a_{\rm long}=\frac{80+241}{166}=1.93.$$

The remaining transverse wave, polarized along $z$, has $a=1$. For a tilt towards [011] the slow, fast and longitudinal factors are $-0.58$, $0.64$ and $1.93$. An isotropic medium has $a=1$ throughout. A magnitude below one concentrates energy near [100], while the longitudinal value disperses it.

The negative sign has a further consequence. As a slow in-plane wave tilts from [100] towards [010], its energy first moves to the opposite side, $V_y<0$. At [110] symmetry requires $V_y=V_x>0$. By continuity $V_y$ vanishes in between, so a second, oblique wave direction also sends energy straight along [100].

At [111] the two transverse branches have equal speed but meet differently. Tilt $\hat{\mathbf k}$ by a small angle $\alpha$ along $(1,1,-2)/\sqrt6$. Then $\hat k_i^2\simeq\tfrac13+2\alpha t_i/\sqrt3$, with $t_i$ the components of that unit vector. For polarizations along $(1,1,-2)/\sqrt6$ and $(1,-1,0)/\sqrt2$, the averages of $t_i$ weighted with $e_i^2$ are $\mp1/\sqrt6$. The term in $\hat{\mathbf k}\hat{\mathbf k}$ enters the transverse block only at order $\alpha^2$. Hence

$$\rho v^2\simeq\frac{C_{11}-C_{12}+C_{44}}3\mp\frac{\sqrt2}{3}c\,\alpha .$$

The speeds have a finite slope at $\alpha=0$, so energy leaves at a finite angle $\chi$ from [111]. Because $v$ is half as sensitive as $v^2$, relatively,

$$\tan\chi=\frac{|c|}{\sqrt2\,(C_{11}-C_{12}+C_{44})}=\frac{58}{\sqrt2\times182}=0.225,$$

or $\chi=12.7^\circ$. Transverse waves sent along [111] spread their energy over a cone instead of sending it straight along the rod axis.

## Why [100] gains: the weak-anisotropy limit

Local deflections do not by themselves fix the whole integral. A weakly anisotropic crystal shows the mechanism over all directions. Let

$$h(\hat{\mathbf k})=\sum_i\hat k_i^4-\tfrac35 .$$

This is a spherical harmonic of degree $l=4$, because $\sum x_i^4-\tfrac35r^4$ has Laplacian $12r^2-12r^2=0$. Therefore $\nabla^2h=-l(l+1)h=-20h$ on the unit sphere.

To first order in $c$, the longitudinal eigenvalue shifts by $c\sum\hat k_i^4$. The trace of the anisotropic term is $c$, so the two transverse eigenvalues share $c(1-\sum\hat k_i^4)$. Apart from constants, the relative speed changes are $b h$ with

$$b_L=\frac{c}{2C_{11}},\qquad b_T=-\frac{c}{4C_{44}},$$

where $b_T$ is the mean of the two transverse branches. A mean suffices where the response is linear in the speed changes. In silicon $c<0$, so transverse waves are on average fastest along [100], and their energy is turned towards it.

Write $g(\theta)=\cos^2\theta/\sin\theta$, with $\theta$ measured from the rod. To first order $|\mathbf V|=v$, and the direction of $\mathbf V$ is $\hat{\mathbf k}+b\nabla h$. The integrand of $\kappa_0$ becomes

$$\frac{V_z^2}{V_\perp v^3}\simeq\frac1{v_0^2}\left[g-2b\,hg+b\,\nabla g\cdot\nabla h\right],$$

where $v_0$ is the unperturbed speed. Integration by parts gives $\langle\nabla g\cdot\nabla h\rangle=-\langle g\nabla^2h\rangle=20\langle gh\rangle$. Although $g$ diverges as $1/\theta$ at the poles, the boundary term on a small circle tends to $\oint\partial_\theta h\,d\varphi$, which vanishes there.

Averaging $h$ around the rod gives $h(\mathbf n)P_4(\cos\theta)$. With $P_4(u)=(35u^4-30u^2+3)/8$ and the $\theta$-averages of $\cos^2,\cos^4,\cos^6$ equal to $\tfrac12,\tfrac38,\tfrac5{16}$,

$$\frac{\langle gh\rangle}{\langle g\rangle}=h(\mathbf n)\,\frac{(35\cdot\frac5{16}-30\cdot\frac38+\frac32)/8}{1/2}=\frac{19}{64}h(\mathbf n).$$

Each branch therefore contributes in proportion to

$$\frac1{v_0^2}\left[1+(20-2)\frac{19}{64}\,b\,h(\mathbf n)\right].$$

The $-2$ comes from speed and mode density: a faster direction holds fewer thermal phonons. The $+20$ comes from focusing. It has the opposite sign and is ten times larger, because turning depends on how sharply the speed varies with angle. The two transverse branches prevail over the longitudinal one: their summed coefficient $2|b_T|=|c|/(2C_{44})$ exceeds $|b_L|=|c|/(2C_{11})$, and the weight $1/v_0^2$ favours the slower branches further. Since $h=\tfrac25$ at [100] and $-\tfrac1{10}$ at [110], a crystal with small negative $c$ favours [100] over [110].

As a test, take $C_{11},C_{12},C_{44}=180,60,60$ GPa, which is isotropic, and shift $C_{11}$ by $\mp1.5$ GPa. Half the difference between the two values of $\ln(\kappa_{[100]}/\kappa_{[110]})$ is 0.01274 from the full integral and 0.01272 from the law.

The linear law must not be carried over to [111]. There the slow branch has $V_\perp/V_z\simeq\alpha-\tan\chi$ in magnitude, which passes through zero at $\alpha\simeq\tan\chi$. Expanding $1/V_\perp$ in the anisotropy is then invalid, however weak the anisotropy. The [111] rod needs the full integral.

## Silicon rods at 3 K

Take $D=5$ mm and $T=3$ K for every axis. The heat capacity is 16.1 J/(m³ K). As a reference, keep the calculated phase speeds but ignore focusing and average over rod orientations; this gives 151 W/(m K). The full integrals, relative to it, are 1.70 for [100], 1.19 for [110] and 0.99 for [111]. Thus

$$\kappa_{[100]}=1.70\times151\simeq257,\quad \kappa_{[110]}\simeq180,\quad\kappa_{[111]}\simeq149\ \text{W/(m K)},$$

and

$$\frac{\kappa_{[100]}}{\kappa_{[111]}}=\frac{256.8}{149.2}=1.72 .$$

A finer grid of wave directions raises the conductivities by up to about 0.3% and leaves the ratio at 1.72. Changing one elastic constant by 3% moves this ratio by up to 0.07, so the rough inputs justify "about 1.7".

Multiplying each conductivity by its branch shares locates the difference. The slow transverse, fast transverse and longitudinal branches carry 175, 65 and 17 W/(m K) in the [100] rod, against 81, 40 and 29 in the [111] rod. Of the net advantage of about 108, the slow branch supplies 94 and the fast branch 25, while the longitudinal branch takes back 12, each figure being rounded separately.

The focusing pattern agrees. Within $20^\circ$ of [100], the slow branch has 2.5 times its isotropic share of heat capacity, the fast branch 1.3 times and the longitudinal branch 0.4 times. Around [111] the figures are 1.0, 0.1 and 1.6. Such a cone is a guide and not a substitute for the integral: around [110] the total share is 0.86, below isotropic, yet that rod conducts better than the unfocused reference.

Two controls separate cause from accompaniment. If energy is forced to flow along $\hat{\mathbf k}$ while the phase speeds are kept, the [100]/[111] ratio falls from 1.72 to 0.94. Speed and mode density alone slightly favour [111], as the sign of the $-2$ suggests. If instead $C_{44}$ alone is changed, with $C_{11}$ and $C_{12}$ fixed, the ratio is 1.52 at $A=1.25$, 1.00 at $A=1$ and 0.68 at $A=0.8$. The advantage of [100] is thus a property of silicon's kind of anisotropy, not of cubic symmetry.

## What a real rod changes

A real rod has ends. Suppose it has length $H$ and joins two reservoirs that absorb every arriving phonon. Let a chord flight have axial reach $\ell=xH$. Flights that start or finish outside the rod are cut short, and the temperature difference they bridge is $G$ times their overlap $o$ with the rod. Since $F$ sums squared temperature differences, each flight counts in proportion to $o^2$. For $x<1$, summing $o^2$ over starting heights gives

$$(H-\ell)\ell^2+2\int_0^\ell o^2do=H\ell^2-\tfrac13\ell^3,$$

compared with $H\ell^2$ without ends: a factor $1-x/3$. For $x>1$ the sum is $(\ell-H)H^2+\tfrac23H^3$, and the factor is $1/x-1/(3x^2)$. Both decrease with $x$, so long axial flights lose most. For $H=50$ mm, averaging over chords and phonons gives 0.72 for [100] and 0.84 for [111]. These use a linear wall profile, so by the minimum principle they are upper bounds on the apparent conductivity relative to $\kappa_0$. The corresponding estimate of the ratio is $1.72\times0.722/0.840\simeq1.48$, which is not itself a bound. Letting the wall profile bend, and jump at the ends, lowers the factors to about 0.68 and 0.80 and the ratio to about 1.46. Even a rod ten diameters long is visibly short of the infinite-rod limit.

Surface finish matters more for the absolute conductivity. The phonons weighted most heavily in the heat capacity have a frequency near 239 GHz and a wavelength near 25 nm. At normal incidence, a wall with Gaussian roughness of root-mean-square height $\eta$ gives the reflected wave a random phase of root-mean-square size $4\pi\eta/\lambda_{\rm ph}$. Averaging the amplitude over this phase and squaring gives the specular fraction $P=\exp[-(4\pi\eta/\lambda_{\rm ph})^2]$, with $\lambda_{\rm ph}$ the wavelength. At normal incidence it is negligible for $\eta=20$ nm but 0.77 for 1 nm. At grazing incidence the random phase shrinks and $P$ approaches one even on a rough wall. The first to depart from the diffuse-wall model are therefore phonons whose wave direction, and not only their energy flow, lies close to the axis. The oblique slow waves that send energy along [100] have wave directions about 24° from it in the {100} planes and about 18° from it in the {110} planes, and are less affected. If this random-phase estimate is carried to grazing incidence, then in an isotropic rod whose reflections keep the branch, $1-P$ falls as the square of the angle to the axis, so without internal scattering an infinitely long rod would have no finite conductivity. In an isotropic, infinitely long round rod, specular reflection preserves $V_z$, $V_\perp$ and chord length. The chord integral $L^2/2$ then grows to $L^2/2+L^2(P+P^2+\dots)$, a factor $(1+P)/(1-P)$, or about 8 for the smoother wall if $P=0.77$ is used for every phonon. Diffuse-wall values therefore do not apply to a finely polished rod. Nor does this estimate give its axis ratio, since reflection in an anisotropic crystal can change branch and direction.

Replacing the round cross-section by a square one matters little for the ratio. Square rods of equal side give ratios of 1.73 and 1.72 when the [100] rod has {100} or {110} sides; the [111] rod is held fixed, with sides normal to $[1\bar10]$ and $[11\bar2]$, and its rim correction is omitted. Flat sections are more sensitive: with sides in the ratio 4 to 1, a [100] rod conducts about 11% better with {100} than with {110} sides. For rough natural isotope abundances, isotope scattering of the dominant phonon has 0.7% of the wall rate $v/D$ at 3 K. That figure understates the effect on conduction, because the rate grows as $\omega^4$ and long axial flights carry much of the heat. Averaged over the thermal spectrum, isotopes lower the infinite-rod conductivity at 3 K by roughly 10% for [100] and 6% for [111], which brings the ratio to about 1.65. The rate ratio grows as $T^4$ and reaches 10% near 6 K in this rod, where the losses are roughly 38% and 28%. A simple chain estimate puts the dispersion shift of the frequency at 0.02%. Phonon–phonon scattering is assumed absent and has not been calculated. Once scattering inside the crystal dominates, free paths no longer end at the walls, a local conductivity tensor applies, and cubic symmetry removes the dependence on axis. The main computed values are listed in the numerical output below.

## Computed values

```
C11, C12, C44 (rough inputs): [166.  64.  80.] GPa
density (rough input): 2330 kg/m^3
rod: diameter 5.0 mm, length 50 mm, T 3.0 K
anisotropy 2C44/(C11-C12): 1.569
mean speed from v^-3 average: 5900 m/s
heat capacity: 16.08 J/(m^3 K)
deflection factors near [100]: slow T, fast T, L
  tilt towards [010]: [-0.939  1.     1.934]
  tilt towards [011]: [-0.576  0.638  1.934]
cone half-angle at [111]: 12.70 deg
[100] kappa0: 256.8 W/(m K); relative to unfocused mean: 1.698
  shares slow T, fast T, L: [0.68  0.253 0.066]
  heat capacity in 20 deg cone / isotropic: 1.834; by branch: [2.49 1.26 0.4 ]
[110] kappa0: 180.1 W/(m K); relative to unfocused mean: 1.191
  shares slow T, fast T, L: [0.315 0.549 0.137]
  heat capacity in 20 deg cone / isotropic: 0.856; by branch: [0.31 1.56 1.16]
[111] kappa0: 149.4 W/(m K); relative to unfocused mean: 0.988
  shares slow T, fast T, L: [0.542 0.266 0.192]
  heat capacity in 20 deg cone / isotropic: 0.724; by branch: [1.01 0.11 1.57]
ratio [100]/[111], no rim correction: 1.719
same ratio on second grid: 1.715
ratio [100]/[110]: 1.426
rim correction to [111] kappa: -0.149 %
wall imbalance left after correction: 0.01 %
[111] kappa with rim correction: 149.2 W/(m K)
ratio [100]/[111], final: 1.721
ratio [100]/[111] with focusing switched off: 0.942
ratio [100]/[111] at anisotropy 0.8: 0.678
ratio [100]/[111] at anisotropy 1.0: 1.000
ratio [100]/[111] at anisotropy 1.25: 1.522
weak-anisotropy test, ln([100]/[110]): integral 0.01274, law 0.01272
finite-length factor: [100] 0.722, [111] 0.840
finite-length ratio [100]/[111], no rim correction: 1.478
square rods, ratio [100]/[111]: 1.732 ({100} sides), 1.718 ({110} sides)
dominant phonon: x = 3.83, 239 GHz, wavelength 24.6 nm
isotope disorder parameter (rough abundances): 2.00e-04
isotope rate / wall rate: 0.0067
temperature where that ratio is 0.1: 5.9 K
specular fraction, 1 nm roughness: 7.71e-01
specular fraction, 20 nm roughness: 6.75e-46
dispersion shift of frequency (chain estimate): 2.0e-04
largest ratio change for 3 % in one constant: 0.069
```
